# How tungsten beneath aluminium can raise its sputter yield

**Q. I bombard aluminium with argon. Why should tungsten below the surface eject more aluminium? It is harder to move and occupies aluminium sites.**

A. To leave, an atom needs outward motion, whereas the beam brings inward motion. The question is therefore what one collision can do to a particle's direction.

Let a particle of mass $m$ and velocity $v$ strike an atom of mass $M=rm$ at rest. The centre of mass moves at $v/(1+r)$. Relative to it, the particle has speed $v-v/(1+r)=vr/(1+r)$. An elastic collision keeps that speed and turns it through an angle $\Theta$. Adding the centre-of-mass velocity back gives

$$v'_\parallel=v\,\frac{1+r\cos\Theta}{1+r},\qquad v'_\perp=v\,\frac{r\sin\Theta}{1+r}.$$

Squaring and adding, with $\cos^2\Theta+\sin^2\Theta=1$,

$$\frac{E'}{E}=\frac{1+r^2+2r\cos\Theta}{(1+r)^2},\qquad \cos\theta=\frac{1+r\cos\Theta}{\sqrt{1+r^2+2r\cos\Theta}},$$

where $\theta$ is the laboratory deflection. It exceeds $90^\circ$ when $1+r\cos\Theta<0$, which requires $r>1$: the struck atom must be the heavier one.

For $r<1$, the final velocity is the third side of a triangle with sides proportional to 1 and $r$. The sine rule gives $\sin\theta=r\sin\chi\le r$, with $\chi$ the angle opposite the side 1. For argon on aluminium, $r=26.98/39.95=0.675$, so one collision deflects argon by at most $42.5^\circ$. For equal masses, $\cos\theta=\sqrt{(1+\cos\Theta)/2}=\cos(\Theta/2)$, so $\theta\le90^\circ$. Tungsten is heavier than both argon and aluminium and can send either straight back.

**Q. Does the tungsten then amplify the momentum?**

A. No. In a head-on collision $\Theta=\pi$, so

$$\frac{v'}{v}=-\frac{r-1}{r+1},\qquad \frac{E'}{E}=\left(\frac{r-1}{r+1}\right)^2 .$$

The struck atom receives momentum $mv[1+(r-1)/(r+1)]=mv\,2r/(r+1)$ inward, and total momentum is conserved. What is reflected is the light particle's own momentum.

For aluminium on tungsten, $r=6.81$. The aluminium atom keeps 0.554 of its energy and leaves with $\sqrt{0.554}=0.74$ of its former momentum, reversed. The tungsten takes 1.74 times the incident momentum but 0.446 of the energy. Argon keeps 0.413 of its energy. For large $r$ the kept fraction is approximately $1-4/r$; at $r=1$ it vanishes.

**Q. Pure aluminium sputters too. How does its cascade turn outward?**

A. Through oblique collisions. Let $w$ be the cosine between the motion and the inward normal. Resolve the new direction along the old one and perpendicular to it. The normal has component $w$ along the old direction and $\sqrt{1-w^2}$ perpendicular to it, so

$$w'=w\cos\theta+\sqrt{1-w^2}\,\sin\theta\cos\psi,$$

with $\psi$ a uniformly distributed azimuth. A particle already inclined at $\alpha=\arccos w$ can turn outward if $\alpha+\theta>90^\circ$, even for $r\le1$.

The struck atom can also go outward. In the centre-of-mass frame it leaves opposite to the projectile, so its laboratory velocity components are proportional to $1-\cos\Theta$ and $-\sin\Theta$. Its angle $\varphi$ to the incident direction obeys $\tan\varphi=\sin\Theta/(1-\cos\Theta)=\cot(\Theta/2)$, hence $\varphi=90^\circ-\Theta/2$. Tungsten adds a direct reversal to these routes.

**Q. How often does an argon ion get reversed?**

A. That depends on the repulsion $V(R)$. In atomic units I take the ZBL form $V=(Z_1Z_2/R)\,\phi(R/a)$, with $a=0.8854/(Z_1^{0.23}+Z_2^{0.23})$ and

$$\phi(x)=0.18175e^{-3.1998x}+0.50986e^{-0.94229x}+0.28022e^{-0.4029x}+0.02817e^{-0.20162x}.$$

The relative motion has reduced mass $\mu=mM/(m+M)$, initial speed $v$ and energy $E_c=\mu v^2/2=Er/(1+r)$. For impact parameter $p$, angular momentum conservation gives $R^2\dot\beta=vp$, where $\beta$ is the polar angle. Energy conservation then gives

$$\frac{\mu\dot R^2}{2}+E_c\frac{p^2}{R^2}+V=E_c,\qquad |\dot R|=v\sqrt{1-\frac{V}{E_c}-\frac{p^2}{R^2}} .$$

Dividing $\dot\beta$ by $|\dot R|$ and integrating over both halves of the path,

$$\Theta=\pi-2p\int_{R_0}^{\infty}\frac{dR}{R^2\sqrt{1-V/E_c-p^2/R^2}},$$

where $R_0$ is the turning point.

At normal incidence, reversal begins at $\cos\Theta=-1/r$. If this occurs at $p_{90}$, closer collisions reverse the ion and the cross-section is $\sigma_{\rm back}=\pi p_{90}^2$. A thin layer with $N_h$ heavy atoms per area gives about $N_h\sigma_{\rm back}$ reversals per ion.

Take 500 eV argon and a layer from 0.3 to 0.8 nm depth in which half the atoms are tungsten. With 60.2 atoms/nm³, $N_h=60.2\times0.5\times0.5=15.05$ atoms/nm². Argon ions that get reversed have a mean energy of 250 eV just beforehand; at that energy $\sigma_{\rm back}=0.00852$ nm², and the estimate is $15.05\times0.00852=0.128$.

A simulation of the whole cascade gives 0.242 reversals per ion, nearly twice as many, but it counts a wider class of events. From here on a reversal means any collision with tungsten that turns inward motion outward, including a deflection below $90^\circ$ of an ion that arrived obliquely. Only a little over half of the argon reversals have $\theta>90^\circ$, and that part is close to the estimate.

**Q. What does that simulation assume?**

A. The target is amorphous and its composition fixed. Moving particles meet atoms at rest, one at a time, after free paths $\lambda=n^{-1/3}=0.255$ nm, where $n$ is the atomic density; the ion's first path is a random part of $\lambda$. Impact parameters are uniform over a disc of radius $\lambda/\sqrt\pi$, so each path sweeps the volume $1/n$ of one atom.

The surface barrier acts on the normal motion, whose energy is $mv_z^2/2=Ew^2$. A target atom escapes if $Ew^2>U$, with $U=3.4$ eV; otherwise it is reflected inward. Argon leaves without a barrier. Particles are followed down to energy $U$, except that slow ones too deep to affect the yield noticeably are dropped earlier. There is no further bulk binding energy, and electronic energy loss is at first omitted.

Newtonian trajectories of both bodies, for four collisions of argon or aluminium with aluminium or tungsten at 100 to 300 eV, agree with the scattering data used to within $2.6\times10^{-4}$ in transferred energy fraction and in $\cos\theta$.

**Q. And the yield?**

A. Pure aluminium gives $0.879\pm0.011$ aluminium atoms per ion; with the tungsten layer the number is $1.318\pm0.015$. The uncertainties are one statistical standard error. The gain is $0.439\pm0.019$, a ratio of 1.50, although tungsten has replaced half the aluminium in the layer.

**Q. That shows that tungsten helps, not that reversals are the reason. Can you separate them?**

A. Compare the target with a fictitious one in which every inward-to-outward turn of a light particle by tungsten is replaced by its inward mirror: $w'<0$ becomes $-w'$, at unchanged energy. Let $V_b(z,w,E)$ be the mean later yield, in this barred target, of a particle at depth $z$, including its own escape if it is aluminium. The particle's species is understood.

Let $Y_k$ be the mean yield when the first $k$ turns in an ion's cascade are allowed and all later ones barred. Up to the $k$th turn, the cascades defining $Y_k$ and $Y_{k-1}$ have the same statistics. At that turn one particle leaves with $w'$ in the first case and $-w'$ in the second. Moving particles do not affect one another in this model, so all the others contribute equally and cancel:

$$Y_k-Y_{k-1}=\left\langle V_b(z,w',E')-V_b(z,-w',E')\right\rangle_{k},$$

where cascades without a $k$th turn contribute zero. Summing over $k$ cancels the intermediate yields. The number of turns is finite: impact parameters are bounded, so every collision passes on at least a small fixed share of the energy, and particles stop at $U$. Thus

$$Y-Y_0=\left\langle\sum_{\rm turns}\left[V_b(z,w',E')-V_b(z,-w',E')\right]\right\rangle .$$

Separate simulations with turns allowed and barred give a difference of $0.629\pm0.018$ atoms per ion. Relaunching the recorded particles outward and inward gives $0.618\pm0.012$, in agreement.

Turns also occur in pure aluminium, so the same bar was applied there to a randomly marked half of the layer's atoms. Marked atoms that are themselves moving are exempt, as moving tungsten is. The yield fell from 0.879 to 0.817, a loss of $0.062\pm0.015$. With turns barred in both targets, tungsten changes the yield by $-0.127\pm0.014$. The balance is

$$-0.127+0.629-0.062=0.440,$$

which is the gain rearranged, an identity rather than a further check. In this model, then, the inward-to-outward turns at tungsten, taken all together, more than account for the gain, and without them the layer lowers the aluminium yield. These turns include oblique ones with $\theta<90^\circ$. Barring only those with $\theta>90^\circ$ lowers the yield by about 0.3, so true back-scattering is comparable to the gain but is not shown to exceed it.

**Q. Is it the reflected argon or the reflected aluminium that matters?**

A. Both, and aluminium more. Reversed argon contributes $0.202\pm0.008$ atoms per ion and reversed aluminium $0.416\pm0.009$, about two thirds of the total.

One argon reversal is worth more: $0.202/0.242=0.83$ ejected atoms, against $0.416/2.680=0.16$ for aluminium. Argon leaves the turn with 157 eV on average, aluminium with 15 eV. But there are eleven times as many aluminium reversals. Most of these involve atoms below about 30 eV, whose head-on distance of approach to tungsten exceeds the disc radius $\lambda/\sqrt\pi=0.144$ nm. There the one-at-a-time picture is poor, so the count and the value 0.16 belong to the model. These slow reversals carry only a small part of the yield, roughly 0.1 atom per ion.

Measured in units of the incident ion's momentum, tungsten sends back normal momentum of 0.049 in argon and 0.147 in aluminium. The marked aluminium atoms in the pure target send back 0.001 and 0.027.

**Q. So the large mass of tungsten explains the gain?**

A. Not by itself. Tungsten also repels more strongly at the distances that matter here. Give the layer atoms tungsten's potential but aluminium's mass, and the yield is already $1.226\pm0.012$. That count includes the layer atoms, which are now light, whereas 1.318 excludes ejected tungsten. The 0.092 printed in the output as the mass effect is the difference of these unlike counts, so it understates the effect of mass.

Counting all target atoms alike, the pure target gives 0.88, the light atoms with tungsten's potential give 1.23, and real tungsten gives $1.318+0.191=1.51$. Of the total rise of 0.63, the stronger potential brings 0.35 and the mass, added afterwards, 0.28. The opposite order could divide it differently.

A stronger potential also changes how energy is shared and where it is deposited, so the 0.35 should not be credited to more frequent turning; its cause was not determined. Mass permits head-on reversal, while scattering strength helps to set how often particles turn.

**Q. How few tungsten atoms are enough?**

A. Take a cascade in pure aluminium with $j$ layer collisions, and let each struck layer atom be tungsten instead with probability $c$. The cascade stays unaltered with probability $(1-c)^j=1-jc+O(c^2)$, so a first meeting with tungsten has probability $jc+O(c^2)$. A second meeting brings another factor $c$. The change in yield therefore starts in proportion to $c$, and so to $N_h$.

The example's 15.05 atoms/nm² is about one aluminium monolayer, $n^{2/3}=15.36$ atoms/nm². Half that dose gives a gain of $0.259\pm0.017$, compared with $0.439/2=0.220$ from strict proportionality. Both gains use the same pure run; allowing for that, the excess is about 2.5 standard errors, a hint of saturation but not proof.

Scaling the half-dose result down, one tungsten atom per 10 nm² would add about $0.259\times0.1/7.5=0.003$ atoms per ion, or 0.4% of the pure yield. If the gain already begins to saturate at half dose, this linear scaling gives somewhat too low a value. A gain like the one found here needs a sizeable part of a monolayer.

Depth matters too. If a reversed particle and the atoms it sets moving all lose their energy before reaching the surface, the reversal ejects nothing. An ion reversed at the very top has no light atoms left to strike on its way out.

**Q. How far should I trust the factor 1.5?**

A. As the result of this model, not as a prediction for a real target. Of the two corrections examined, electronic energy loss changes the ratio more. A Lindhard–Scharff loss, proportional to speed and taken everywhere as in pure aluminium, halves the pure yield to 0.439 but leaves a gain of $0.421\pm0.018$. The ratio becomes $(0.439+0.421)/0.439=1.96$.

This correction is itself uncertain: the law is extrapolated to a few eV, and the calculation charges a full free path even to an atom that crosses the surface partway. Shortening all screening lengths by 10% gives a pure yield of 0.674 and a gain of 0.358, a ratio of 1.53. The gain survives both changes, while the absolute yield of the pure target falls markedly in each. The fixed free path, about half the layer's thickness, also matters greatly. Exponentially distributed paths of the same mean lower the gain to about 0.2 and the ratio to about 1.2, while a halved path with a correspondingly wider disc halves the pure yield and raises the ratio to about 1.9. The sign of the gain holds throughout, but its size is fixed only to about a factor of two. Crystal structure and many-body forces are absent.

**Q. What would happen in my magnetron?**

A. An ion energy of 500 eV is typical of magnetron sputtering, and the measured yield of aluminium under such argon is roughly one atom per ion. The current density of 1 mA/cm² used below is low for a magnetron: several to tens of mA/cm² are common, which shortens the time in proportion but leaves the ion doses unchanged. One assumption that soon fails in a real target is the fixed tungsten profile.

Each ion sets 7.5 tungsten atoms moving with more than 3.4 eV. After $15.05/7.5=2.0$ ions/nm² there has been, on average, one such event per tungsten atom. Ejecting as many aluminium atoms as the 0.3 nm cover holds takes $60.2\times0.3/1.318=13.7$ ions/nm², or 0.22 s at this current if the initial yield persists. Some of the ejected atoms come from deeper, so the cover itself lasts somewhat longer. After 13.7 ions/nm² each tungsten atom has already been struck in this way about seven times on average. A few eV may only shake an atom in its place, so not every event displaces it for good, but mixing is likely to alter the profile before erosion uncovers it.

The static calculation cannot give the resulting steady yield. The half-dose case gives a scale: with the depth range held fixed, losing half the tungsten lowers the gain from 0.44 to 0.26.

Sustained amplification thus needs a continual supply of tungsten, and enough of it must be carried below the surface. There is a price in purity: the model ejects $0.191/1.318=0.14$ tungsten atoms per aluminium atom. It gives tungsten the aluminium barrier, although tungsten is bound more strongly, so this figure is probably too high. The complete values are in the numerical output below.

## Table of computed values

```
Ar ion energy: 500 eV; surface barrier: 3.4 eV
Al density: 60.2 atoms/nm3
W layer depth: 0.3 to 0.8 nm
W fraction in layer: 0.50; dose: 15.05 atoms/nm2
one Al monolayer, density^(2/3): 15.36 atoms/nm2
masses Ar, Al, W: 39.95, 26.98, 183.84 u
free path: 0.255 nm; largest p: 0.144 nm
ions per main run: 10000; per sensitivity run: 6000
largest Ar deflection by one Al atom: 42.5 degrees
head-on energy kept, Ar on W: 0.413 (fraction)
head-on energy kept, Al on W: 0.554 (fraction)
largest table-trajectory discrepancy: 2.6e-04 (no unit)
Al yield, pure target: 0.879 +- 0.011 atoms/ion
Al yield, W below surface: 1.318 +- 0.015 atoms/ion
gain in Al yield: 0.439 +- 0.019 atoms/ion
yield ratio, doped/pure: 1.500 (no unit)
W yield: 0.191 +- 0.005 atoms/ion
yield, W potential with Al mass: 1.226 +- 0.012 atoms/ion
W-mass effect at fixed potential: 0.092 +- 0.020 atoms/ion
pure yield, reversals barred: 0.817 +- 0.010 atoms/ion
doped yield, reversals barred: 0.689 +- 0.010 atoms/ion
gain with reversals barred: -0.127 +- 0.014 atoms/ion
yield from W reversals, direct: 0.629 +- 0.018 atoms/ion
yield from W reversals, relaunched: 0.618 +- 0.012 atoms/ion
  part from reversed Ar: 0.202 +- 0.008 atoms/ion
  part from reversed Al: 0.416 +- 0.009 atoms/ion
Ar reversals by W: 0.242 per ion
Al reversals by W: 2.680 per ion
mean Ar energy before reversal: 250.3 eV
mean Ar energy after reversal: 157.4 eV
mean Al energy after reversal: 15.0 eV
Ar-W backward cross-section: 0.00852 nm2
thin-layer estimate of Ar reversals: 0.128 per ion
returned normal momentum / incident ion momentum:
  by W: Ar 0.0487, Al 0.1467
  by marked Al: Ar 0.0007, Al 0.0266
gain at half W dose: 0.259 +- 0.017 atoms/ion
pure yield with electronic loss: 0.439 +- 0.009 atoms/ion
gain with electronic loss: 0.421 +- 0.018 atoms/ion
pure yield, screening length x 0.9: 0.674 +- 0.012 atoms/ion
gain, screening length x 0.9: 0.358 +- 0.021 atoms/ion
pure-yield shift without pruning: -0.007 +- 0.017 atoms/ion
W atoms set moving: 7.507 per ion
ion dose to remove Al cover: 13.7 ions/nm2
time at 1.0 mA/cm2: 0.220 s
```
